\section*{Phases and Hermiticity of KKR structure constants for multi-atom cells, part 1}

(Sections cited here and not found follow in the later parts.)

\section{Three decisions before a band calculation}

A KKR calculation for a crystal with several atoms per cell starts from a list of atomic positions, and that list is not unique, because any atom may be replaced by its image in a neighbouring cell. The calculation must decide whether the positions may be wrapped into one cell at will, and what then happens to stored structure constants and eigenvectors. It must decide whether the secular matrix may go to a Hermitian eigensolver, with only the blocks $s\le t$ computed. It must decide whether structure constants at $\mathbf k$ may be reused at $\mathbf k+\mathbf K_0$, with $\mathbf K_0$ a reciprocal lattice vector. The answers depend on the phase factor that connects two sublattices and on the sign of the energy. Wrapping is a unitary transformation by known diagonal phases. Plain Hermiticity holds for the standing-wave constants $A$ at $E>0$, holds with a sign $(-1)^{l+l'}$ at $E<0$, and does not hold for the outgoing-wave constants $g$ at $E>0$. Reuse at $\mathbf k+\mathbf K_0$ is free in one phase convention and costs a diagonal phase in the other.

\section{Conventions, tools and statement}

Rydberg units are used, $\hbar^2/2m=1$, with lengths in bohr and $E=\kappa^2$, $\operatorname{Im}\kappa\ge0$. Sites lie at $\mathbf R+\boldsymbol\tau_s$, where $\mathbf R$ runs over a Bravais lattice with cell volume $\Omega$ and $s$ labels the basis. I write $\boldsymbol\tau_{st}=\boldsymbol\tau_s-\boldsymbol\tau_t$, $\mathbf q=\mathbf k+\mathbf K$ with $\mathbf K$ in the reciprocal lattice, and $d$ for the shortest distance between two distinct sites. The Bloch vector $\mathbf k$ is real. The harmonics $Y_L$, $L=(l,m)$, are real and orthonormal, with $Y_L(-\hat{\mathbf x})=(-1)^lY_L(\hat{\mathbf x})$. The free Green function is $G_0(\mathbf r)=-e^{i\kappa r}/(4\pi r)$, which obeys $(\nabla^2+E)G_0=\delta$.

\subsection{Three expansions}

A solution of $(\nabla^2+\kappa^2)f=0$ that is regular in a ball has $L$-projections obeying the spherical Bessel equation, and regularity at the centre selects $j_l(\kappa x)$. Hence $f=\sum_Lf_L\,j_l(\kappa x)Y_L(\hat{\mathbf x})$ with unique coefficients. For small argument $j_l(z)\simeq z^l/(2l+1)!!$ and $n_l(z)\simeq-(2l-1)!!/z^{l+1}$, and $h_l=j_l+in_l$.

The plane wave is such a solution, symmetric about $\hat{\mathbf p}$, so $e^{ipx\mu}=\sum_la_lj_l(px)P_l(\mu)$. The polynomial $P_l$ first appears at order $x^l$, where the left side is $(ipx\mu)^l/l!$ and $\mu^l=[l!/(2l-1)!!]P_l+{}$lower polynomials. Then $a_l/(2l+1)!!=i^l/(2l-1)!!$, so $a_l=(2l+1)i^l$, and the addition theorem $P_l=4\pi(2l+1)^{-1}\sum_mY_LY_L$ gives
\begin{equation}
e^{i\mathbf p\cdot\mathbf x}=4\pi\sum_Li^lj_l(px)Y_L(\hat{\mathbf x})Y_L(\hat{\mathbf p}).
\label{rayleigh}
\end{equation}

For the Green function write $G_0(\mathbf r-\mathbf r')=\sum_L\gamma_l(r,r')Y_L(\hat{\mathbf r})Y_L(\hat{\mathbf r}')$. Since $\delta(\mathbf r-\mathbf r')=r^{-2}\delta(r-r')\sum_LY_LY_L$, the function $\gamma_l$ is continuous at $r=r'$, its derivative jumps by $1/r'^2$, it is regular at the origin and it is outgoing at infinity. Thus $\gamma_l=c\,j_l(\kappa r_<)h_l(\kappa r_>)$. The Wronskian $j_ln_l'-j_l'n_l$ is proportional to $z^{-2}$, and the small-argument forms give the constant $[(l+1)+l](2l-1)!!/(2l+1)!!=1$. The jump is $c\kappa(j_lh_l'-j_l'h_l)=c\kappa\,i/(\kappa r')^2$, so $c=-i\kappa$ and
\begin{align}
G_0(\mathbf r-\mathbf r')&=-i\kappa\sum_Lj_l(\kappa r_<)h_l(\kappa r_>)Y_L(\hat{\mathbf r})Y_L(\hat{\mathbf r}')\nonumber\\
&=\kappa\sum_Lj_l(\kappa r_<)n_l(\kappa r_>)Y_LY_L-i\kappa\sum_Lj_l(\kappa r)j_l(\kappa r')Y_LY_L .
\label{g0exp}
\end{align}

The third expansion re-expands a regular wave in a difference vector. Projecting (\ref{rayleigh}) on $Y_{L''}(\hat{\mathbf p})$ with $p=\kappa$ gives $j_{l''}(\kappa x)Y_{L''}(\hat{\mathbf x})=(4\pi i^{l''})^{-1}\int d\hat{\mathbf p}\,e^{i\kappa\hat{\mathbf p}\cdot\mathbf x}Y_{L''}(\hat{\mathbf p})$. Put $\mathbf x=\boldsymbol\rho-\boldsymbol\rho'$, and expand $e^{i\kappa\hat{\mathbf p}\cdot\boldsymbol\rho}$ with factors $i^l$ and $e^{-i\kappa\hat{\mathbf p}\cdot\boldsymbol\rho'}$ with factors $i^{l'}(-1)^{l'}=i^{-l'}$. The prefactor is $(4\pi)^2/(4\pi)$, and
\begin{equation}
j_{l''}(\kappa x)Y_{L''}(\hat{\mathbf x})=4\pi\sum_{LL'}i^{\,l-l'-l''}C_{LL'L''}\,j_l(\kappa\rho)Y_L(\hat{\boldsymbol\rho})\,j_{l'}(\kappa\rho')Y_{L'}(\hat{\boldsymbol\rho}'),
\label{addition}
\end{equation}
with the Gaunt factor $C_{LL'L''}=\int Y_LY_{L'}Y_{L''}\,d\hat{\mathbf p}$. Both sides are entire in $\kappa$, so the identity holds for complex $\kappa$. Inversion $\hat{\mathbf p}\to-\hat{\mathbf p}$ shows that $C$ vanishes unless $l+l'+l''$ is even, so the power of $i$ is a real sign. The product $Y_LY_{L'}$ is a polynomial of degree $l+l'$ on the sphere, so $l''\le l+l'$. For $L''=0$, $C_{LL'0}=\delta_{LL'}/\sqrt{4\pi}$ and (\ref{addition}) reads $j_0(\kappa x)/4\pi=\sum_Lj_lj_lY_LY_L$. The last sum in (\ref{g0exp}) is therefore $-i\sin(\kappa x)/(4\pi x)$, and the first equals $-\cos(\kappa x)/(4\pi x)$.

\subsection{Definition and result}

The Bloch Green function $G_{\mathbf k}$ obeys
\begin{equation}
(\nabla^2+E)G_{\mathbf k}(\mathbf r)=\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}\delta(\mathbf r-\mathbf R),\qquad G_{\mathbf k}(\mathbf r+\mathbf T)=e^{i\mathbf k\cdot\mathbf T}G_{\mathbf k}(\mathbf r)
\label{pde}
\end{equation}
for lattice vectors $\mathbf T$. With the field point at $\boldsymbol\tau_s+\boldsymbol\rho$, the source point at $\boldsymbol\tau_t+\boldsymbol\rho'$ and $\rho+\rho'<d$, the structure constants $A$ are defined by
\begin{align}
G_{\mathbf k}(\boldsymbol\tau_{st}+\boldsymbol\rho-\boldsymbol\rho')={}&\delta_{st}\,\kappa\sum_Lj_l(\kappa\rho_<)n_l(\kappa\rho_>)Y_L(\hat{\boldsymbol\rho})Y_L(\hat{\boldsymbol\rho}')\nonumber\\
&+\sum_{LL'}j_l(\kappa\rho)Y_L(\hat{\boldsymbol\rho})\,A^{st}_{LL'}(\mathbf k,E)\,j_{l'}(\kappa\rho')Y_{L'}(\hat{\boldsymbol\rho}').
\label{def}
\end{align}
The form is forced. The argument meets a lattice point only if $\boldsymbol\rho-\boldsymbol\rho'=\mathbf R-\boldsymbol\tau_{st}$, a vector joining two sites. It is longer than $\rho+\rho'$ unless the sites coincide, which is the case $s=t$, $\mathbf R=0$. After that one source is removed with the cosine kernel, the remainder is a regular Helmholtz solution in $\mathbf x=\boldsymbol\rho-\boldsymbol\rho'$ for $x<d$,
\begin{equation}
G_{\mathbf k}(\boldsymbol\tau_{st}+\mathbf x)+\delta_{st}\frac{\cos\kappa x}{4\pi x}=\sum_LD^{st}_L\,j_l(\kappa x)Y_L(\hat{\mathbf x}),
\label{Ddef}
\end{equation}
and (\ref{addition}) converts this into (\ref{def}) with the finite sum
\begin{equation}
A^{st}_{LL'}=4\pi\sum_{L''}i^{\,l-l'-l''}C_{LL'L''}D^{st}_{L''}.
\label{AD}
\end{equation}
Exchanging $L$ and $L'$ multiplies the power of $i$ by $i^{2(l'-l)}$, so within any one block
\begin{equation}
A^{st}_{L'L}=(-1)^{l+l'}A^{st}_{LL'}.
\label{transp}
\end{equation}

The result to be derived twice has three parts, valid for $E\ne q^2$ and $E\ne0$. At $E=0$, where elements of $A$ can diverge, the relation for $B$ holds by continuation if no $q^2$ vanishes. First, the sublattice dependence is carried by $e^{i\mathbf k\cdot\mathbf R}$ with displaced vectors $\mathbf R-\boldsymbol\tau_{st}$ in real space, and by $e^{i\mathbf q\cdot\boldsymbol\tau_{st}}$ in reciprocal space. Second,
\begin{align}
\bigl(A^{ts}_{L'L}\bigr)^*&=A^{st}_{LL'}&&(E>0),\label{hermp}\\
\bigl(A^{ts}_{L'L}\bigr)^*&=(-1)^{l+l'}A^{st}_{LL'}&&(E<0),\label{hermn}\\
B(E)^\dagger&=B(E^*),\quad B^{st}_{LL'}=\kappa^{l+l'}A^{st}_{LL'}&&(\text{any }E),\label{hermB}\\
A^{st}_{LL'}(\mathbf k)&=A^{ts}_{L'L}(-\mathbf k)&&(\text{any }E).\label{recipr}
\end{align}
Third, replacing $\boldsymbol\tau_s$ by $\boldsymbol\tau_s+\mathbf T_s$ with lattice vectors $\mathbf T_s$ gives
\begin{equation}
A'^{\,st}_{LL'}=e^{i\mathbf k\cdot(\mathbf T_s-\mathbf T_t)}A^{st}_{LL'},\qquad A(\mathbf k+\mathbf K_0)=A(\mathbf k).
\label{shift}
\end{equation}

\section{First derivation: a sum of outgoing waves over the lattice}

\subsection{The lattice sum}

Take $\operatorname{Im}\kappa>0$, which covers every $E$ off the non-negative real axis, and set
\begin{equation}
G_{\mathbf k}(\mathbf r)=\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}G_0(\mathbf r-\mathbf R).
\label{latsum}
\end{equation}
The terms fall as $e^{-\operatorname{Im}\kappa\,R}/R$ while their number grows as $R^2\,dR$, so the sum converges absolutely and may be relabelled. The substitution $\mathbf R=\mathbf R'+\mathbf T$ gives the Bloch property, and $(\nabla^2+E)$ applied term by term gives the sources in (\ref{pde}).

Put $\mathbf r=\boldsymbol\tau_{st}+\mathbf x$ and $\mathbf a=\mathbf R-\boldsymbol\tau_{st}$, so that each term is $G_0(\mathbf x-\mathbf a)$. For $a\ne0$ one has $x<d\le a$, and the first line of (\ref{g0exp}) applies with $r_<=x$, $r_>=a$. These terms contribute to (\ref{Ddef}) the coefficients
\begin{equation}
d^{st}_L(\mathbf k,\kappa)=-i\kappa{\sum_{\mathbf R}}'e^{i\mathbf k\cdot\mathbf R}\,h_l(\kappa a)Y_L(\hat{\mathbf a}),\qquad\mathbf a=\mathbf R-\boldsymbol\tau_{st},
\label{hankel}
\end{equation}
where the prime omits $a=0$. The omitted term, present for $s=t$ only, combines with the cosine to $-i\sin(\kappa x)/(4\pi x)=-i\kappa(4\pi)^{-1/2}j_0Y_{0}$. Hence $D^{st}_L=d^{st}_L-i\kappa(4\pi)^{-1/2}\delta_{st}\delta_{L0}$. Let $g$ be the matrix built from $d$ by the rule (\ref{AD}). It propagates a wave scattered at all images of site $t$ to the reference site $s$, leaving out the site itself. Since $4\pi C_{LL'0}(4\pi)^{-1/2}=\delta_{LL'}$,
\begin{equation}
g^{st}_{LL'}=A^{st}_{LL'}+i\kappa\,\delta_{st}\delta_{LL'}.
\label{gA}
\end{equation}
The phase in (\ref{hankel}) involves the cell vector $\mathbf R$ alone, and the basis enters through the geometry $\mathbf a$. Because $e^{i\mathbf K_0\cdot\mathbf R}=1$, the sum is unchanged under $\mathbf k\to\mathbf k+\mathbf K_0$.

\subsection{Shift and reciprocity}

After the shift, $\mathbf a'=\mathbf R-\boldsymbol\tau_{st}-(\mathbf T_s-\mathbf T_t)$. Set $\mathbf R=\mathbf R'+\mathbf T_s-\mathbf T_t$. Then $\mathbf a'=\mathbf R'-\boldsymbol\tau_{st}$ runs over the old set of vectors, and the phase factorizes into $e^{i\mathbf k\cdot(\mathbf T_s-\mathbf T_t)}e^{i\mathbf k\cdot\mathbf R'}$. The on-site term is untouched, since the phase is unity for $s=t$. This is (\ref{shift}). The relabelling needs $\mathbf T_s-\mathbf T_t$ to be a lattice vector. Any other relative displacement changes the set of vectors $\mathbf a$ for that pair, and the phase rule does not apply. This is so even when the displaced sites form the same crystal up to a rigid translation, as for two identical atoms with $\boldsymbol\tau_1=0$ and $\boldsymbol\tau_2\to-\boldsymbol\tau_2$ when $2\boldsymbol\tau_2$ is not a lattice vector. A rigid translation of all sites leaves every $\boldsymbol\tau_{st}$, and so $A$, unchanged.

For the pair $ts$ at $-\mathbf k$, substitute $\mathbf R\to-\mathbf R$. The phase returns to $e^{i\mathbf k\cdot\mathbf R}$, and the vector becomes $-\mathbf R-\boldsymbol\tau_{ts}=-\mathbf a$, so
\begin{equation}
d^{ts}_L(-\mathbf k,\kappa)=(-1)^ld^{st}_L(\mathbf k,\kappa).
\label{dinv}
\end{equation}
The same holds for $D$. In (\ref{AD}), $(-1)^{l''}=(-1)^{l+l'}$ for all surviving terms, so $A^{ts}_{LL'}(-\mathbf k)=(-1)^{l+l'}A^{st}_{LL'}(\mathbf k)$, and (\ref{transp}) applied to the left side gives (\ref{recipr}).

\subsection{Conjugation off the positive axis}

The functions $j_l$ and $n_l$ have real series coefficients and parities $(-1)^l$ and $(-1)^{l+1}$. Therefore $[h_l(z)]^*=j_l(z^*)-in_l(z^*)=(-1)^lh_l(-z^*)$. The root of $E^*$ with positive imaginary part is $\bar\kappa=-\kappa^*$, and
\begin{equation}
[-i\kappa h_l(\kappa a)]^*=i\kappa^*(-1)^lh_l(\bar\kappa a)=(-1)^l\,[-i\bar\kappa h_l(\bar\kappa a)].
\end{equation}
Conjugation also reverses $\mathbf k$ in the phase, so $d^{st}_L(\mathbf k,\kappa)^*=(-1)^ld^{st}_L(-\mathbf k,\bar\kappa)=d^{ts}_L(\mathbf k,\bar\kappa)$, the last step by (\ref{dinv}). The on-site term follows the same rule, $(-i\kappa)^*=-i\bar\kappa$. The coefficients in (\ref{AD}) are real, so
\begin{equation}
A^{ts}_{L'L}(\kappa)^*=A^{st}_{L'L}(\bar\kappa)=(-1)^{l+l'}A^{st}_{LL'}(\bar\kappa).
\label{conj}
\end{equation}
For $E<0$, $\kappa$ is imaginary, $\bar\kappa=\kappa$, and this is (\ref{hermn}). Multiplying (\ref{conj}) by $(\kappa^*)^{l+l'}=(-\bar\kappa)^{l+l'}$ removes the sign and gives (\ref{hermB}).

For energies off the non-negative real axis, the lattice sum has given the shift rule, reciprocity and the conjugation relations. Hermiticity at $E>0$ remains to be shown, and the whole result is then to be derived again from plane waves.
